# Potential of an electron trapped at a silica–hafnia interface

**Question**

I am stuck on an exercise about gate oxides. An electron sits at the flat interface between silica (relative permittivity 3.9) and hafnia (22). Each material fills a half-space. I have to find the magnitude of the electrostatic potential 2 nm from the electron.

For a single material I would use $V=-e/(4\pi\varepsilon_0\varepsilon r)$. With silica everywhere this gives −184.6 mV, and with hafnia everywhere −32.7 mV. The electron touches both, so I averaged the two and got −108.7 mV, but I cannot justify that.

I also don't see why the exercise gives no direction. Surely 2 nm into the silica is different from 2 nm into the hafnia? And would the answer mean anything in a real transistor, where the oxide films are only a few nanometres thick?

**Answer**

The average of the two potentials is not the answer, and the missing direction is not an oversight. Both points follow from the conditions that the potential must satisfy.

**Setting up the problem**

Let the interface be the plane $z=0$, with silica ($\varepsilon_1=3.9$) at $z<0$ and hafnia ($\varepsilon_2=22$) at $z>0$. Treat both as linear, isotropic dielectrics without mobile charge, in a static state. The electron is a point charge $-e$ at the origin, with $e>0$, and $r$ is the distance from it. The zero of potential is at infinity. I use nm and mV, the natural units for a gate stack.

The potential $V$ must satisfy four conditions:

1. Away from the electron, $\nabla^2V=0$ in each material, because each permittivity is uniform.
2. $V$ is continuous at $z=0$.
3. The normal component of $\mathbf D=-\varepsilon_0\varepsilon\nabla V$ is continuous at $z=0$ away from the electron, because there is no other free charge there.
4. The flux of $\mathbf D$ out of any closed surface around the electron is $-e$. For a point charge, $V$ also grows no faster than $1/r$ as $r\to0$.

**Finding the potential**

Try the same function in both materials, $V=A/r$. It is harmonic for $r>0$, since
$$\nabla^2\frac1r=\frac1{r^2}\frac{d}{dr}\left(r^2\frac{d}{dr}\frac1r\right)=\frac1{r^2}\frac{d}{dr}(-1)=0 .$$
It is continuous at the interface. Its field is
$$\mathbf E=-\nabla V=\frac{A}{r^2}\,\hat{\mathbf r}.$$
At a point of the interface, $\hat{\mathbf r}$ lies in the interface. The normal component of $\mathbf D$ is therefore zero on both sides, and condition 3 holds whatever the two permittivities are.

Gauss's law fixes $A$. A sphere of radius $r$ around the electron has one hemisphere, of area $2\pi r^2$, in each material:
$$2\pi r^2\,\varepsilon_0\varepsilon_1\frac{A}{r^2}+2\pi r^2\,\varepsilon_0\varepsilon_2\frac{A}{r^2}=-e .$$
The factors $r^2$ cancel, so
$$A=-\frac{e}{2\pi\varepsilon_0(\varepsilon_1+\varepsilon_2)},$$
$$V(r)=-\frac{e}{4\pi\varepsilon_0\varepsilon_m r},\qquad \varepsilon_m=\frac{\varepsilon_1+\varepsilon_2}{2}.$$

**Why there is no other solution**

A guess that works could still be one of several solutions, so here is the argument that it is not. For any solution $V$, define for $z>0$
$$d(\rho,\varphi,z)=V(z)-V(-z),$$
$$s(\rho,\varphi,z)=\varepsilon_2V(z)+\varepsilon_1V(-z),$$
where $\rho,\varphi$ are polar coordinates in the plane, the same in every term. Both functions are harmonic. Continuity of $V$ gives $d=0$ at $z=0$. The normal derivative of $s$ there is $\varepsilon_2\partial_zV(0^+)-\varepsilon_1\partial_zV(0^-)$, which vanishes by condition 3.

By the reflection principle, $d$ continued as an odd function of $z$, and $s$ continued as an even one, are harmonic in all space except the origin. A harmonic function of this kind that vanishes at infinity is a sum of multipole terms, which fall as $1/r$, $1/r^2$, and so on. Condition 4 forbids all but the first. Hence $s=c/r$. The function $d$ is odd and $1/r$ is even, so $d=0$.

Thus $V(z)=V(-z)$ and $(\varepsilon_1+\varepsilon_2)V=c/r$. Gauss's law fixes $c$, and we are back at the formula above.

**The number**

The mean permittivity is
$$\varepsilon_m=\frac{3.9+22}{2}=12.95 .$$
With $e/(4\pi\varepsilon_0)=1.440$ V nm,
$$V(2\ \text{nm})=-\frac{1.440\ \text{V nm}}{12.95\times2\ \text{nm}}=-0.0556\ \text{V}.$$

The magnitude is **56 mV**. The sign is negative because the source is an electron. A second electron at that point would have a potential energy of +56 meV due to the first. Its energy in the polarization that it causes itself is a separate matter and is not included.

As a test that assumes neither a radial field nor a mean permittivity, Poisson's equation was solved on a cylindrical grid, with steps of 0.05 nm near the electron and a grounded boundary more than 2000 nm away. At five points 2 nm from the electron (along the interface, straight up, straight down and two slanted directions) it gave −55.5 mV each time.

**Why direction drops out, and what was wrong with the average**

Your intuition that hafnia screens better is right, but it applies to a charge surrounded by hafnia. Here the two materials share one charge. Since $V=A/r$ in both, the strength of $\mathbf E$ at a given distance is the same in both, while $\mathbf D=\varepsilon_0\varepsilon\mathbf E$ is larger in hafnia. The fraction of the flux of $\mathbf D$ that passes through hafnia is
$$\frac{\varepsilon_2}{\varepsilon_1+\varepsilon_2}=\frac{22}{25.9}=0.85 .$$

This is the rule for capacitors in parallel: the voltage is common and the charges add, so the permittivities are averaged. Averaging your two potentials means averaging $1/\varepsilon$ instead. The result still has the form $A/r$, so it meets the conditions at the interface, but its $A$ is too large. The flux of $\mathbf D$ around the electron would be
$$-e\,\varepsilon_m\,\frac12\left(\frac1{\varepsilon_1}+\frac1{\varepsilon_2}\right)=-1.95\,e$$
instead of $-e$, which condition 4 forbids.

The bound charge tells the same story. The polarization $\mathbf P=\varepsilon_0(\varepsilon-1)\mathbf E$ has no divergence inside either material for $r>0$, and no normal component at the interface. So there is no bound charge on the interface away from the electron; it all sits at the electron. The total charge there, free plus bound, follows from the flux of $\mathbf E$:
$$Q=\varepsilon_0\,4\pi r^2\,\frac{A}{r^2}=4\pi\varepsilon_0A=-\frac{e}{\varepsilon_m}=-0.077\,e .$$
From outside, you see a charge of $-0.077\,e$ in vacuum, and its potential has no preferred direction.

If $\varepsilon_1=\varepsilon_2$, the formula returns the single-material result. If $\varepsilon_2\to\infty$ the potential goes to zero, as it must for a charge touching a conductor.

**What if the electron is not quite on the interface?**

Here direction does matter. Put the electron in silica at depth $d$, that is at $z=-d$. Let $R$ be the distance from the electron and $R'$ the distance from its mirror point at $z=+d$. Try
$$V_{\text{silica}}=-\frac{e}{4\pi\varepsilon_0\varepsilon_1}\left(\frac1R+\frac{\kappa}{R'}\right),$$
$$V_{\text{hafnia}}=-\frac{e}{4\pi\varepsilon_0}\,\frac{\tau}{R}.$$
Each is harmonic in its own region, apart from the electron itself, because the mirror point lies outside the silica.

On the interface $R=R'$, so continuity of $V$ requires
$$1+\kappa=\varepsilon_1\tau .$$
For the normal component of $\mathbf D$ we need, at $z=0$,
$$\partial_z\frac1R=-\frac{d}{R^3},\qquad \partial_z\frac1{R'}=+\frac{d}{R^3}.$$
Equating $\varepsilon\,\partial_zV$ on the two sides gives $-d+\kappa d=-\varepsilon_2\tau d$, or
$$1-\kappa=\varepsilon_2\tau .$$
Adding the two conditions gives $2=(\varepsilon_1+\varepsilon_2)\tau$. Therefore
$$\tau=\frac1{\varepsilon_m},\qquad \kappa=\varepsilon_1\tau-1=\frac{\varepsilon_1-\varepsilon_2}{\varepsilon_1+\varepsilon_2}=-0.699 .$$
As $d\to0$, $R'\to R$, and the silica expression tends to $(1+\kappa)/(\varepsilon_1R)=1/(\varepsilon_mR)$ times $-e/(4\pi\varepsilon_0)$. This is the earlier result, reached by a second road.

Now take $d=0.2$ nm and a point 2 nm straight below the electron. Then $R=2$ nm and $R'=2+2d=2.4$ nm:
$$V=-\frac{1.440}{3.9}\left(\frac1{2}-\frac{0.699}{2.4}\right)\text{V}=-77.1\ \text{mV}.$$
A shift of 0.2 nm has raised the magnitude by 39 %. To see why, divide by the interface result and expand for small $d/r$, with $r=R$:
$$\frac{\varepsilon_m}{\varepsilon_1}\left(1+\frac{\kappa}{1+2d/r}\right)\approx1+\frac{\varepsilon_2-\varepsilon_1}{\varepsilon_1}\,\frac dr .$$
I used $\varepsilon_m(1+\kappa)/\varepsilon_1=1$ and $\varepsilon_m\kappa=(\varepsilon_1-\varepsilon_2)/2$. The prefactor of $d/r$ is 4.6. "At the interface" thus requires $d\ll r/4.6$ for this direction, which is stricter than $d\ll r$.

If the electron is instead 0.2 nm inside hafnia, exchange the roles of the materials. A point in silica then sees the transmitted form $\tau/R$, and $\tau$ is symmetric in the two permittivities. Two nanometres below the electron the potential is again −55.6 mV. The grid solution agreed with both displaced values to within 1 %.

**What changes in a thin gate stack**

Take 1 nm of silica on silicon, 2 nm of hafnia above it, and a metal gate on top. These are rough but realistic thicknesses. The point 2 nm below the electron would now be in the silicon, so compare the potential at lateral distance $\rho=2$ nm along the interface.

Decompose the potential into cylindrical waves:
$$V(\rho,z)=\int_0^\infty a(k)\,J_0(k\rho)\,f_k(z)\,dk,\qquad f_k(0)=1 .$$
Here $J_0$ is the Bessel function of order zero. Laplace's equation requires $f_k''=k^2f_k$ in each layer. Define the response of each side by
$$kY_1=\varepsilon_1f_k'(0^-),\qquad kY_2=-\varepsilon_2f_k'(0^+).$$
The jump of normal $\mathbf D$ at $z=0$ is then proportional to $k\,a(k)\,(Y_1+Y_2)$, and it is set by the electron alone.

For half-spaces $f_k=e^{-k|z|}$, so $Y_1=\varepsilon_1$ and $Y_2=\varepsilon_2$. The identity $1/\rho=\int_0^\infty J_0(k\rho)\,dk$ and our earlier formula give $a=-e/[2\pi\varepsilon_0(\varepsilon_1+\varepsilon_2)]$. The same electron makes the same jump in the film stack, so there
$$V(\rho,0)=-\frac{e}{2\pi\varepsilon_0}\int_0^\infty\frac{J_0(k\rho)}{Y_1(k)+Y_2(k)}\,dk .$$

In hafnia of thickness $t_2$ under a grounded gate, $f_k=\sinh[k(t_2-z)]/\sinh(kt_2)$, hence
$$Y_2=\varepsilon_2\coth(kt_2).$$
In silica of thickness $t_1$, write $f_k=\cosh kz+b\sinh kz$, so that $Y_1=\varepsilon_1b$. If the silicon is depleted to a depth much greater than the film thicknesses, treat it as a deep dielectric with $\varepsilon_s=11.7$, where $f_k\propto e^{kz}$. Continuity of $f_k$ and $\varepsilon f_k'$ at $z=-t_1$ requires
$$\varepsilon_1\,(b\cosh kt_1-\sinh kt_1)=\varepsilon_s\,(\cosh kt_1-b\sinh kt_1).$$
Divide by $\cosh kt_1$, set $T=\tanh kt_1$ and solve for $b$:
$$Y_1=\varepsilon_1\,\frac{\varepsilon_s+\varepsilon_1T}{\varepsilon_1+\varepsilon_sT}.$$
If the silicon is strongly inverted, treat it as a grounded conductor. This is the limit $\varepsilon_s\to\infty$, with $Y_1=\varepsilon_1/T$. It is an idealization: a real inversion layer screens less perfectly and lies slightly below the oxide, so the magnitude of the potential is somewhat larger than this limit gives.

The integrals give −22.3 mV for depleted silicon and −18.6 mV for inverted silicon. Grid solutions of the same two stacks agreed within 2 %. At 2 nm the half-space answer is thus too large by a factor of 2.5 to 3 for these films, and the factor grows with distance. Charge induced on the gate cancels much of the electron's potential, and the silicon reduces it further.

How thick must the films be for the exercise to apply? Give both the thickness $t$ and put grounded conductors outside. Then $Y_1+Y_2=(\varepsilon_1+\varepsilon_2)\coth kt$, and the ratio to the half-space result is
$$\rho\int_0^\infty J_0(k\rho)\tanh(kt)\,dk=1-\rho\int_0^\infty\frac{2J_0(k\rho)}{e^{2kt}+1}\,dk .$$
For $\rho\ll t$ the last integrand dies out while $J_0\approx1$. Since $\int_0^\infty2\,dk/(e^{2kt}+1)=(\ln2)/t$, the ratio is approximately $1-\rho\,(\ln2)/t$. For $\rho=2$ nm and $t=20$ nm this is 0.93, or −51.7 mV, which agrees with the full integral. To keep the loss below 10 % at 2 nm, this estimate asks for about 14 nm of each oxide.

**How far to trust the number in a real device**

The value 3.9 is standard for silica. For hafnia, 22 lies within a rough range of 18 to 25 that depends on structure and processing. In the half-space formula this range moves the result from −65.8 to −49.8 mV. The assumption of infinite thickness clearly fails in the thin stack above, where the finite films and their electrodes bring 56 mV down to about 20 mV. Some other limits, again with rough inputs:

- **Time.** The static permittivities include the response of the ions. If the electrons of the oxides alone respond (permittivities of about 2.1 and 4), the half-space potential is −236 mV. The 56 mV applies after the lattice has followed.
- **Escape.** Through a barrier $\Phi=3$ eV with an effective mass $m$ of 0.5 electron masses, the tunnelling probability falls as $e^{-2qt_1}$, with $q=\sqrt{2m\Phi}/\hbar$ and $2q=12.55$ nm$^{-1}$. One nanometre of silica gives a factor of $3.5\times10^{-6}$. At $10^{13}$ attempts per second, escape by this path takes some $10^{-8}$ to $10^{-7}$ s, if the silicon has empty states at the electron's energy. A trap level facing the silicon band gap has no band states to tunnel into at the same energy, which leaves only slower routes on this side, through phonons or interface states. The electron can also tunnel through the hafnia to the metal gate. The barrier there is lower but the film is twice as thick, so that path, which is not computed here, may be faster or slower, depending on the barrier height and effective mass in hafnia.
- **Field strength.** At 2 nm the electron's field is $|V|/r=0.28$ MV/cm, well below rough breakdown fields of 4 MV/cm for hafnia and 10 MV/cm for silica. Since the field grows as $1/r^2$, it passes these values at 0.53 and 0.33 nm. Those are atomic distances, where a continuous linear dielectric is doubtful anyway. This counts the electron's own field only. In a biased stack the gate field adds to it and is much larger: 1 V across the two films above gives $1\text{ V}/(t_1+t_2\varepsilon_1/\varepsilon_2)=7.4$ MV/cm in the silica and 1.3 MV/cm in the hafnia.
- **Temperature.** The thermal voltage at 300 K is 25.9 mV. The half-space potential is about twice that, while the thin-stack values are 14 % (depleted silicon) and 28 % (inverted silicon taken as an ideal conductor; less for a real inversion layer) below it. These potentials hold on the interface between the two oxides. A carrier in the silicon channel sees a different potential, which is not computed here.

For your exercise, then, use the mean permittivity and quote 56 mV. For a transistor, put in the electrodes first. The numerical output below lists the main values used here.

## Computed results

```
permittivity of silica: 3.9
permittivity of hafnia: 22
distance: 2 nm
e/(4 pi eps0): 1.44 V nm
mean permittivity: 12.95
POTENTIAL at the distance, half-spaces: -55.6 mV
grid solution at rho=2.0 nm, z=0.0 nm: -55.5 mV
grid solution at rho=0.0 nm, z=2.0 nm: -55.5 mV
grid solution at rho=0.0 nm, z=-2.0 nm: -55.5 mV
grid solution at rho=1.2 nm, z=1.6 nm: -55.5 mV
grid solution at rho=1.2 nm, z=-1.6 nm: -55.5 mV
silica everywhere: -184.6 mV
hafnia everywhere: -32.7 mV
average of these two (wrong): -108.7 mV
share of D flux in hafnia, formula: 0.8494
share of D flux in hafnia, grid: 0.8489
net charge magnitude, formula: 0.07722 e
net charge magnitude, grid: 0.07717 e
field at the distance: 0.278 MV/cm
image factor kappa: -0.6988
displacement of electron: 0.2 nm
displaced into silica, 2 nm below electron: -77.1 mV
displaced into hafnia, 2 nm below electron: -55.6 mV
silica film thickness: 1 nm
hafnia film thickness: 2 nm
permittivity of silicon: 11.7
film stack, silicon inverted (conductor): -18.6 mV
film stack, silicon depleted (dielectric): -22.3 mV
half-space / inverted stack: 2.99
half-space / depleted stack: 2.5
both films 20 nm, conductors outside: -51.7 mV
hafnia permittivity 18 instead: -65.8 mV
hafnia permittivity 25 instead: -49.8 mV
rough electronic permittivity, silica: 2.1
rough electronic permittivity, hafnia: 4
electronic response only: -236.1 mV
radius where field is 4 MV/cm (rough hafnia limit): 0.53 nm
radius where field is 10 MV/cm (rough silica limit): 0.33 nm
thermal voltage at 300 K: 25.9 mV
potential magnitude / thermal voltage: 2.15
rough tunnel barrier: 3 eV
rough tunnel mass: 0.5 electron masses
rough attempt rate: 1e+13 1/s
tunnel decay rate, formula: 12.55 1/nm
tunnel decay rate, wave matching: 12.55 1/nm
tunnel factor through silica film: 3.5e-06
order of escape time: 3e-08 s
```
